# Why wide ferroelectric domains replace the double well by its convex hull

**Q:** I have a 10 nm hafnium-zirconium-oxide capacitor, and I fix its average polarization through the charge on the plates. The Landau curve then gives me an energy and a field. Why should the film not sit at that point of the curve?

**A:** Because the curve answers a narrower question. Let $P$ be the polarization along the film normal and

$$f(P)=-\frac a2P^2+\frac b4P^4,\qquad a,b>0,$$

the free energy density of a film in which $P$ is the same everywhere. The field in such a film is $E=f'(P)=-aP+bP^3$, which vanishes at the two wells $\pm P_0$ with $P_0^2=a/b$. Your charge fixes the average $\bar P$, but not the local value.

Suppose regions with volume fractions $x_i$ have polarizations $P_i$. Then

$$\sum_i x_i=1,\qquad \sum_i x_iP_i=\bar P,\qquad f_{\rm mix}=\sum_i x_i f(P_i).$$

The uniform film is one candidate among many, and equilibrium is the candidate of least $f_{\rm mix}$.

**Q:** You have left out the domain walls and the stray fields.

**A:** I have, under stated conditions. The domains are much wider than the walls. The walls run parallel to $P$, so they carry no bound charge. Ideal electrodes touch the film and supply the charge that each domain needs, so the field is the same in every domain, voltage over thickness. Up and down domains have equal strain, because the strain depends on $P^2$, so no elastic misfit arises. Finally, the plate charge per area is $P+\varepsilon_0E$, and I neglect the second term.

**Q:** What is the least energy, then, and how do you know that no clever pattern of many polarizations does better?

**A:** A lower bound settles it. Since $a=bP_0^2$, the well energy is $f(P_0)=-bP_0^4/2+bP_0^4/4=-bP_0^4/4$, and therefore

$$f(P)-f(P_0)=\frac b4\left(P^4-2P_0^2P^2+P_0^4\right)=\frac b4\left(P^2-P_0^2\right)^2\ge0 .$$

Every region costs at least $f(P_0)$, so every mixture does too. For $|\bar P|<P_0$ the bound is reached by putting a fraction $x_+$ at $+P_0$ and the rest at $-P_0$. The average requires

$$x_+P_0-(1-x_+)P_0=\bar P\quad\Rightarrow\quad x_+=\frac12\left(1+\frac{\bar P}{P_0}\right).$$

Between the wells the equilibrium energy is thus the constant $f(P_0)$.

For $q=\bar P$ with $|q|\ge P_0$, compare $f$ with its tangent at $q$. Using $P^4-q^4-4q^3(P-q)=(P-q)^2(P^2+2qP+3q^2)$ and $P^2-q^2-2q(P-q)=(P-q)^2$,

$$f(P)-f(q)-f'(q)(P-q)=\frac b4(P-q)^2\left[(P+q)^2+2(q^2-P_0^2)\right]\ge0 .$$

Average this over any mixture. The term in $P-q$ drops out because the mean is $q$, which leaves $f_{\rm mix}\ge f(q)$. Outside the wells, splitting gains nothing.

The two pieces together form the convex hull of $f$: the largest convex function that nowhere exceeds $f$.

**Q:** Is that special to a symmetric quartic?

**A:** No. Take any straight line $c+EP$ that lies nowhere above $f$. Averaging gives

$$f_{\rm mix}\ge\sum_i x_i(c+EP_i)=c+E\bar P .$$

For a given slope $E$, the highest permitted line has $c=\min_P[f(P)-EP]$. The best bound is therefore

$$f_{\rm hull}(\bar P)=\max_E\left\{E\bar P+\min_P\left[f(P)-EP\right]\right\},$$

a double Legendre transform. For a smooth double well that rises faster than linearly, a line can be laid under the barrier that touches $f$ at two points $P_1<P_2$ and nowhere exceeds it. For any average between $P_1$ and $P_2$, a mixture of those two reaches the bound. In a tilted well these contacts are near the minima of $f$ but do not coincide with them. Tangency at both points means

$$f'(P_1)=f'(P_2)=E,\qquad f(P_2)-f(P_1)=E(P_2-P_1).$$

The second condition can be written $\int_{P_1}^{P_2}[f'(P)-E]\,dP=0$, the equal-area rule. The slope $E$ is the field shared by the domains.

As a test, take the asymmetric well $-p^2/2+p^4/4+0.08p^5+0.05p^6-0.1p$, with $p=P/P_0$, energy in units of $aP_0^2$ and field in units of $aP_0$. The equal-area rule gives $E=-0.04397$, with contacts at $p=-1.0222$ and $0.8323$. A direct search over all mixtures of 4001 closely spaced polarizations, which assumes neither two phases nor a tangent, also gives $-0.04397$. The plateau is straight, but it is not at zero field. In a real film these two domains would differ in strain, and that cost would have to be small as well.

**Q:** Put numbers on my capacitor.

**A:** I take $P_0=20$ µC/cm² and an intrinsic field of 2 MV/cm, both rough effective values for measured films of this material; first-principles calculations for the ideal polar crystal give a larger polarization and a much higher barrier. The intrinsic field is the largest opposing field that the uniform state can withstand. It is the maximum of $aP-bP^3$, found where $a=3bP^2$, that is, at $P=P_0/\sqrt3$:

$$E_{\rm int}=\frac{aP_0}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_0}{3\sqrt3}
\quad\Rightarrow\quad a=\frac{3\sqrt3\,E_{\rm int}}{2P_0}=2.60\times10^9\ \text{m/F}.$$

The barrier is $f(0)-f(P_0)=bP_0^4/4=aP_0^2/4=26.0$ J/cm³.

Let $\bar P=5$ µC/cm², so $\bar P/P_0=1/4$. The uniform film lies above the wells by

$$\frac b4(P_0^2-\bar P^2)^2=26.0\left(1-\tfrac1{16}\right)^2=22.8\ \text{J/cm}^3,$$

and its field is

$$E=-a\bar P\left(1-\tfrac1{16}\right)=-1.22\ \text{MV/cm},$$

or $-1.22$ V across 10 nm. The minus sign means that the field opposes the polarization. The domain state has $x_+=(1+\tfrac14)/2=0.625$, zero field and zero voltage. The mixture search finds 0.6251 for the up fraction. For a film 200 nm square, splitting saves 57 keV in all.

At $\bar P=25$ µC/cm², outside the wells, the search returns the uniform energy, 8.22 J/cm³ above the wells, and the uniform field, 3.65 MV/cm. That field is close to breakdown for films of this kind, so take this point as an illustration of the curve rather than as a safe operating point.

**Q:** So the negative slope of $E(P)$, the negative capacitance, is never seen?

**A:** It is absent from this equilibrium. A convex energy has a slope that does not decrease, so $dE/d\bar P\ge0$. On the plateau it is zero, which means that charge can be added at no change of voltage while the domain fractions shift.

Whether a uniform film leaves the curve by itself is a separate matter. Split it into equal halves at $\bar P\pm\delta$. The odd powers of $\delta$ cancel, and the energy changes by

$$\frac{f(\bar P+\delta)+f(\bar P-\delta)}2-f(\bar P)=\frac{f''(\bar P)}2\delta^2+\frac b4\delta^4,\qquad f''(\bar P)=3b\left(\bar P^2-\frac{P_0^2}3\right).$$

For $|\bar P|<P_0/\sqrt3=11.5$ µC/cm², a small split lowers the energy and the uniform state is unstable. Your 5 µC/cm² lies there. Between 11.5 and 20 µC/cm² small splits cost energy, so the uniform state is only locally stable. Flipping a small fraction all the way to the opposite well still lowers the energy, and only the wall energy of the new domain gives that step a finite barrier; in this sense the state is metastable. It still lies above the hull: at 15 µC/cm² by 5.0 J/cm³.

**Q:** How wide must the domains be before I may forget the walls?

**A:** Add a gradient energy $\tfrac\kappa2(dP/dx)^2$, with $x$ in the film plane. For a wall from $-P_0$ to $P_0$, write $g=f-f(P_0)$ and complete the square:

$$\int\left[\frac\kappa2P'^2+g\right]dx=\int\frac12\left(\sqrt\kappa\,P'-\sqrt{2g}\right)^2dx+\int_{-P_0}^{P_0}\sqrt{2\kappa g}\,dP .$$

The least value, $\sigma$, is reached when the square vanishes. With $\sqrt{2g}=\sqrt{b/2}\,(P_0^2-P^2)$ this requires

$$P'=\sqrt{\frac b{2\kappa}}\,(P_0^2-P^2)\quad\Rightarrow\quad P=P_0\tanh\frac xw,\qquad w^2=\frac{2\kappa}{bP_0^2}=\frac{2\kappa}a .$$

The remaining integral is

$$\sigma=\sqrt{\frac{\kappa b}2}\int_{-P_0}^{P_0}(P_0^2-P^2)\,dP=\frac\kappa{wP_0}\cdot\frac{4P_0^3}3=\frac{4\kappa P_0^2}{3w}.$$

Now take a film of width $W$ with free edges. A tanh profile cut off at the edges costs less than $\sigma$ per wall area, and sliding its centre gives any average between $-P_0$ and $P_0$. The gradient term is never negative, so

$$f_{\rm hull}\le f_{\rm eq}<f_{\rm hull}+\frac\sigma W .$$

As $W$ grows, the equilibrium energy is squeezed onto the hull. I choose $w=0.5$ nm, which gives $\sigma=35$ mJ/m². One wall across your film costs 432 eV, against the 57 keV saved. Per volume this is 0.17 J/cm³, or 0.7% of the barrier. A numerical solution for the wall at fixed average $P_0/4$ gives an excess of 0.107 barriers at $W=25w$ and 0.0067 at $400w$. Both agree with $\sigma/W$ to 0.03%, which is the error of the numerical mesh.

**Q:** Can a film be too narrow to split?

**A:** Yes. Take $\bar P=0$. Expanding $P(x)$ in cosines that fit the free edges, the slowest being $\cos(\pi x/W)$, gives $\int P'^2dx\ge(\pi/W)^2\int P^2dx$. The energy relative to the uniform state $P=0$ then obeys

$$\int\left[\frac\kappa2P'^2-\frac a2P^2+\frac b4P^4\right]dx\ge\frac12\left(\frac{\kappa\pi^2}{W^2}-a\right)\int P^2dx+\frac b4\int P^4dx .$$

This is not negative if $W\le\pi\sqrt{\kappa/a}=\pi w/\sqrt2=1.11$ nm, and the film stays uniform at the top of the barrier. Above that width a weak cosine lowers the energy. A length of 1.11 nm is only a few atomic spacings, so the continuum model gives no more than its order of magnitude.

**Q:** My electrodes are not ideal. Do wide domains also make the depolarization energy negligible?

**A:** They do not. Let a dead layer of thickness $t$ and relative permittivity $\varepsilon_i$ lie in series with a film of thickness $d$. Above a domain much wider than $d$, the layer carries the displacement $P$ and stores $tP^2/(2\varepsilon_0\varepsilon_i)$ per area. Divided by $d$, this adds a local term to the energy density:

$$h(P)=f(P)+\frac c2P^2=-\frac{a-c}2P^2+\frac b4P^4,\qquad c=\frac t{\varepsilon_0\varepsilon_id}.$$

The hull must be taken of the sum $h$. For $c<a$, and as long as the domains are wide, the earlier results hold with $a$ replaced by $a-c$: the wells move to $\pm P_0\sqrt{1-c/a}$ and the barrier falls by the factor $(1-c/a)^2$. The plateau now lies at zero voltage across the whole stack.

With $t=0.5$ nm and $\varepsilon_i=30$, $c/a=0.072$. The wells move to 19.3 µC/cm², and the plateau rises by 3.6 J/cm³, which is 14% of the original barrier and about twenty times the wall cost. The layer would carry 7.3 MV/cm, a field so high that I would expect charge to leak in and screen part of the effect.

For $c>a$, $h$ is convex and the uniform state is the best arrangement of wide columns. Narrow domains, whose stray fields partly cancel, fall outside this estimate and may win on either side of $c=a$. For the 0.5 nm layer above, no stripe pattern tried beats wide domains. For $t=3$ nm ($c/a=0.43$) at $\bar P=0$, stripes about 6 nm wide cost at most 14.6 J/cm³ above $f(P_0)$, against 17.7 J/cm³ for wide columns.

**Q:** My measured loop has no plateau at zero field. It switches near 1 MV/cm.

**A:** The assumption that fails there is equilibrium. Real walls are pinned and new domains must nucleate. At a rough coercive field of 1 MV/cm, driving the film from $-P_0$ to $P_0$ costs

$$2E_cP_0=2\times10^8\ \text{V/m}\times0.20\ \text{C/m}^2=40\ \text{J/cm}^3,$$

more than the whole barrier of 26 J/cm³. The plateau is displaced from zero to about $\pm1$ MV/cm, or $\pm1$ V on your film, depending on the direction of travel.

The other simplifications matter less or are harder to judge. At the intrinsic field, $\varepsilon_0E$ is only 0.9% of $P_0$. Outside the wells, where the curve is steep, it matters more: a plate charge of 25 µC/cm² means a polarization of 24.7 µC/cm² and a field of 3.37 MV/cm, against 3.65 MV/cm when $\varepsilon_0E$ is neglected. Edge fringing adds charge in proportion to the voltage, so it vanishes on a zero-voltage plateau. At the intrinsic field it is roughly 0.2% of $P_0$ with vacuum outside the film, and roughly 4% if the surrounding medium has a relative permittivity of 25. A wall half-width of 0.5 nm is about one lattice cell, so $\sigma$ is uncertain, but it would have to reach 520 mJ/m² to cost 10% of the barrier in a 200 nm film. Real films are also polycrystalline, with grains roughly 10 nm across. If a domain pattern is confined to 12.5 nm, which is $25w$, the wall already costs 11% of the barrier, and the hull is then a fair approximation to the energy rather than a close one. The bound $\sigma/W$ says nothing about the field. In a single region of that width with straight walls, the uniform state becomes the cheaper one above about 16.4 µC/cm², and the field drops from zero to about $-1.4$ MV/cm, so the finite-width energy is not convex there.

## Calculated quantities

```
Well polarization P0: 20.0 uC/cm2
Intrinsic field: 2.00 MV/cm
Film thickness: 10.0 nm; side: 200 nm
Wall half-width w: 0.50 nm
Landau a: 2.5981e+09 m/F
Landau b: 6.4952e+10 m^5/(F C^2)
Gradient coefficient kappa: 3.2476e-10 m^3/F
Barrier f(0)-f(P0): 25.98 J/cm3
Spinodal polarization: 11.55 uC/cm2
Pmean uC/cm2 | above well J/cm3: uniform, mixture | field MV/cm: uniform, mixture
  0 | 25.98, 0.00, 0.00, 0.00
  5 | 22.83, 0.00, -1.22, 0.00
  10 | 14.61, 0.00, -1.95, 0.00
  15 | 4.97, 0.00, -1.70, 0.00
  25 | 8.22, 8.22, 3.65, 3.65
Example mean polarization: 5.0 uC/cm2
Up fraction, lever rule: 0.6250
Up fraction, mixture search: 0.6251
Energy saved by splitting: 22.83 J/cm3
Energy saved in capacitor: 57.01 keV
Voltage of uniform state: -1.218 V
Wall energy sigma: 34.64 mJ/m2
Energy of one wall: 432.4 eV
Width/w | excess over hull, in barriers | excess*width/(2/3)
  25 | 0.10663 | 0.99967
  50 | 0.05332 | 0.99967
  100 | 0.02666 | 0.99967
  400 | 0.00666 | 0.99967
Wall excess in capacitor: 0.1731 J/cm3
Least width for a wall, zero mean: 1.11 nm
Sigma making excess 10% of barrier: 520 mJ/m2
Asymmetric well, reduced: field -0.04397 (equal area)
  field -0.04397 (mixture search)
  contact points -1.0222 and 0.8323
Dead layer: 0.5 nm, permittivity 30
  c/a: 0.0725
  plateau raised by: 3.63 J/cm3
  that rise over barrier: 0.140
  barrier left: 22.35 J/cm3
  domain polarization: 19.26 uC/cm2
  field in dead layer: 7.25 MV/cm
  opposing field in film: 0.363 MV/cm
eps0*E/P0 at intrinsic field: 0.0089
Edge fringing, thickness/side: 0.050
Thermal energy at 300 K: 0.0259 eV
Rough measured coercive field: 1.0 MV/cm
Pinning work, -P0 to +P0: 40.0 J/cm3
```
